\section*{Heat and field energy when two different metals are connected}

\section{Where the current comes from}

\textbf{Q.} Two neutral plates, no battery, no field between them. I join them with a resistive wire, and you say the wire gets warm. What drives the current?

\textbf{A.} The electrons of the two metals have different electrochemical potentials. I use atomic units, with $e=1$ and $4\pi\varepsilon_0=1$, so an electron has charge $-1$. Let plate $i$ have work function $W_i$, the same over its whole surface, and let $\phi_i$ be the electrostatic potential just outside it. An electron at the Fermi level lies $W_i$ below an electron at rest just outside, whose energy is $-\phi_i$. Hence
\begin{equation}
\tilde\mu_i=-W_i-\phi_i .
\end{equation}
Before contact both plates are neutral and $\phi_1=\phi_2$. With $W_1<W_2$, define
\begin{equation}
\Delta=W_2-W_1>0 .
\end{equation}
Then $\tilde\mu_1-\tilde\mu_2=\Delta$, and electrons run from plate 1 to plate 2. Plate 1 acquires charge $+q$ and plate 2 acquires $-q$.

\textbf{Q.} When does it stop?

\textbf{A.} When the field built up by the transfer cancels the mismatch. Take wide plates of area $A$ at fixed spacing $d$ in vacuum. Gauss's law gives the field $E=4\pi q/A$, directed from plate 1 to plate 2, so
\begin{equation}
\phi_1-\phi_2=Ed=\frac{4\pi d}{A}\,q=\frac{q}{C},
\qquad C=\frac{A}{4\pi d}.
\end{equation}
The remaining mismatch is
\begin{equation}
\tilde\mu_1-\tilde\mu_2=(W_2-W_1)-(\phi_1-\phi_2)=\Delta-\frac qC ,
\label{eq:drive}
\end{equation}
which vanishes at $q=Q=C\Delta$. In the final state the electrochemical potentials agree, while the electrostatic potentials outside the plates differ by $\Delta$. A voltmeter between the plates would read zero, since it responds to the former difference; the field in the gap is nevertheless real.

\section{The two energies}

\textbf{Q.} Then compute the field energy first, without assuming anything about the wire.

\textbf{A.} The energy density is $E^2/8\pi$ and the volume is $Ad$:
\begin{equation}
U(q)=\frac{1}{8\pi}\left(\frac{4\pi q}{A}\right)^2Ad
=\frac{2\pi d}{A}q^2=\frac{q^2}{2C}.
\end{equation}
At the end,
\begin{equation}
U=\frac{(C\Delta)^2}{2C}=\frac12C\Delta^2 .
\end{equation}

\textbf{Q.} And the heat? Surely it depends on the resistance. A poor wire carries a small current, and a good one has little resistance to heat.

\textbf{A.} Let $I=dq/dt$ be the rate at which electrons leave plate 1. A resistor responds to the difference of electrochemical potential at its ends, so by \eqref{eq:drive}
\begin{equation}
RI=\Delta-\frac qC .
\label{eq:circuit}
\end{equation}
I neglect inductance for the moment, and the charge on the wire itself. The Joule power is $RI^2=(RI)\,I$. Replace the bracket by \eqref{eq:circuit} and use $I\,dt=dq$:
\begin{align}
D&=\int_0^\infty RI^2\,dt
=\int_0^\infty\left(\Delta-\frac qC\right)\frac{dq}{dt}\,dt
=\int_0^{Q}\left(\Delta-\frac qC\right)dq\nonumber\\
&=Q\Delta-\frac{Q^2}{2C}
=C\Delta^2-\frac12C\Delta^2=\frac12C\Delta^2=U .
\label{eq:main}
\end{align}
The resistance has dropped out. It sets how long the transfer takes, but the integral over charge has the same end points for every $R$.

\textbf{Q.} You wrote $Q$ as the upper limit. If $R$ changes during the process, does the charge still get there?

\textbf{A.} Put $s=C\Delta-q$, the charge still missing. Since $C\Delta$ is constant, \eqref{eq:circuit} gives $ds/dt=-s/(RC)$. As long as $R$ is positive and stays below some finite value, $s$ decays to zero, and \eqref{eq:main} holds. As a numerical check, the circuit equation was integrated with $C=0.7$, $\Delta=1.3$ and $R=1+0.8\sin 3t+2q^2$, in consistent dimensionless units. The heat divided by $C\Delta^2/2$ came out as 1.000000.

\textbf{Q.} Two positive energies have appeared from neutral plates. Who pays?

\textbf{A.} The electrons do, by moving to deeper levels. Carrying $dq$ electrons from plate 1 to plate 2 at constant temperature changes the free energy by
\begin{equation}
dF=(\tilde\mu_2-\tilde\mu_1)\,dq=\left(-\Delta+\frac qC\right)dq .
\end{equation}
Integrating from the neutral state, where I set $F=0$,
\begin{equation}
F(q)=-q\Delta+\frac{q^2}{2C}.
\label{eq:free}
\end{equation}
The first term is the drop in level, the second the field energy. Setting $dF/dq=0$ gives $q=C\Delta$ again, and the second derivative $1/C>0$ shows that this is a minimum. There $F=-C\Delta^2/2$, so the free energy lost is $D$. The level drop supplies $Q\Delta=C\Delta^2$; half is left in the field and half is dissipated.

\section{Numbers for a narrow gap}

\textbf{Q.} Put in values. I want to see whether this is a large effect.

\textbf{A.} Take discs of radius 50000~\AA, 100~\AA\ apart, with $W_1=4.2$~eV and $W_2=5.2$~eV. These are round values; the second is roughly that of palladium, whose high work function makes it the electron-receiving plate. Then $\Delta=1.0$~eV and the field is
\[
E=\frac{1.0\ \text{V}}{100\ \text{\AA}}=0.0100\ \text{V/\AA}=1.00\ \text{MV/cm}.
\]
Gauss's law turns this into a charge density of $5.5263\times10^{-5}$ electrons per \AA$^2$, or 0.0885~$\mu$C/cm$^2$. Multiplied by the area $7.8540\times10^{9}$~\AA$^2$, it gives $Q=4.340\times10^5$ electrons. Therefore
\[
D=U=\tfrac12(4.340\times10^5)(1.0\ \text{eV})
=2.170\times10^5\ \text{eV}=3.48\times10^{-14}\ \text{J}.
\]
The energy is tiny on a laboratory scale, although the field is strong.

\textbf{Q.} Your formula treats charge as continuous and the Fermi levels as immovable. Count electrons instead.

\textbf{A.} Give each plate a thickness of 1000~\AA\ and 0.07 conduction electrons per \AA$^3$, hence $N=5.50\times10^{11}$ electrons. Let the $k$th level stand above the band bottom in proportion to $k^{2/3}$, as in a free-electron metal, with assumed occupied widths $B_1=5.0$~eV and $B_2=7.0$~eV (free electrons of this density would have 6.2~eV). Move the top electron of plate 1 into the lowest empty level of plate 2, subtract the increase in field energy, and repeat until the next move would cost energy. The count stops at 434036 electrons. The summed level drop is $4.34035\times10^5$~eV, the field energy $2.17017\times10^5$~eV and the heat $2.17018\times10^5$~eV.

\textbf{Q.} Heat and field energy differ by five parts in a million. Rounding?

\textbf{A.} Mostly not. Each transfer lowers the Fermi level of plate 1 and raises that of plate 2. Differentiating $B(k/N)^{2/3}$ at $k=N$ gives a level spacing $2B/3N$, so the mismatch shrinks per electron by
\[
\delta=\frac{2(B_1+B_2)}{3N}=\frac{2(12.0\ \text{eV})}{3(5.50\times10^{11})}=1.45\times10^{-11}\ \text{eV}.
\]
The condition for equilibrium becomes $\Delta=n(\delta+1/C)$, and the heat is $n\Delta-\frac12n^2(\delta+1/C)=\frac12n^2(\delta+1/C)$. Divided by $n^2/2C$ this is $1+C\delta$. With $C=4.34\times10^5$ electrons per volt, $C\delta=6.3\times10^{-6}$. Stopping at a whole electron can shift $n$ by up to one half, which changes the ratio by up to about $2.3\times10^{-6}$. The computed $5.0\times10^{-6}$ lies within that range. The count is for zero temperature. At 300~K the charge fluctuates by $\sqrt{k_BTC}\approx106$ electrons, and the field energy by about $5\times10^{-4}$ of itself, which is far more than this difference. The ladder fills the whole plate uniformly; real excess charge sits at the surface, and I return to that below.

\section{During the transfer}

\textbf{Q.} Are the two energies equal at every moment?

\textbf{A.} No. For constant $R$, the equation for $s$ gives $s=C\Delta\,e^{-t/\tau}$ with $\tau=RC$. Hence $q=Q(1-e^{-t/\tau})$ and $I=(\Delta/R)e^{-t/\tau}$. The heat released up to time $t$ is
\begin{equation}
\int_0^tRI^2dt'=\frac{\Delta^2}{R}\,\frac{\tau}{2}\left(1-e^{-2t/\tau}\right)
=D\left(1-e^{-2t/\tau}\right),
\end{equation}
because $\tau/R=C$. The stored energy is $q^2/2C=U(1-e^{-t/\tau})^2$. At $t=\tau$ the fractions are 0.8647 and 0.3996, or $1.88\times10^5$ and $8.67\times10^4$~eV here. Heat comes first, since the current is largest while the field is still weak. With a wire of roughly 1000~$\Omega$, $\tau=7.0\times10^{-11}$~s.

\textbf{Q.} A wire also has inductance. The charge could overshoot and slosh back, heating the wire on each pass.

\textbf{A.} It could, and the total is unchanged. With inductance $L$,
\begin{equation}
L\frac{dI}{dt}+RI+\frac qC=\Delta .
\label{eq:rlc}
\end{equation}
Multiply by $I=dq/dt$ and integrate over all time:
\begin{equation}
\left[\tfrac12LI^2\right]_0^\infty+\int_0^\infty RI^2dt+\frac{Q^2}{2C}=Q\Delta .
\end{equation}
The current is zero at both ends, so the bracket vanishes and $D=Q\Delta-Q^2/2C$ as before. For $C=0.7$, $\Delta=1.3$, $R=0.3$ and $L=1$ in dimensionless units, numerical integration gave a peak charge of 1.672 times the final one, and again a heat ratio of 1.000000.

\textbf{Q.} An accelerating charge radiates. That energy never reaches the wire.

\textbf{A.} So its size has to be estimated. A current $I$ along a straight wire of length $\ell$, taken alone, contributes $\ell\,dI/dt$ to the second derivative of the dipole moment, and the dipole formula gives the power $2\ell^2(dI/dt)^2/3c^3$. To integrate it for constant $R$, differentiate \eqref{eq:rlc} and multiply by $dI/dt$:
\begin{equation}
\frac{d}{dt}\left[\frac L2\left(\frac{dI}{dt}\right)^2+\frac{I^2}{2C}\right]
+R\left(\frac{dI}{dt}\right)^2=0 .
\end{equation}
Initially $I=0$ and $dI/dt=\Delta/L$; finally both vanish. Thus
\begin{equation}
\int_0^\infty\left(\frac{dI}{dt}\right)^2dt=\frac{\Delta^2}{2RL}.
\end{equation}
For $\ell=10^5$~\AA\ and roughly $L=10^{-11}$~H, the radiated energy is about $3\times10^{-5}$ of $D$. This counts the wire alone. Once the charge has spread evenly over the plates, the dipole moment of the whole system is only $qd$, because currents in the plates largely cancel the wire's part. Most of the estimated radiation, however, comes earlier, while the current rises in $L/R=1.0\times10^{-14}$~s. That is less than the $3.3\times10^{-14}$~s light needs to cross the wire, so a single current along the wire is a poor description of that first instant, and the figure is only a rough guide.

\section{Why the spacing is held fixed}

\textbf{Q.} The final field energy depends on the final spacing alone. Why insist that the plates stay still?

\textbf{A.} Because the heat depends on the path. Let $C$ vary with time, and write $V=q/C$. Equation \eqref{eq:circuit} times $I$ reads $\Delta I=RI^2+VI$, and
\begin{equation}
\frac{d}{dt}\frac{q^2}{2C}=\frac qC I-\frac{q^2}{2C^2}\frac{dC}{dt}
=VI-\frac12V^2\frac{dC}{dt}.
\end{equation}
Eliminating $VI$,
\begin{equation}
\Delta I=RI^2+\frac{d}{dt}\frac{q^2}{2C}+\frac12V^2\frac{dC}{dt}.
\end{equation}
The last term is the mechanical power delivered by the attraction of the plates. If wired plates approach slowly, $V$ stays near $\Delta$ and $I\approx\Delta\,dC/dt$. Raising $C$ by $\delta C$ at a steady rate over a time $T$ then produces heat $R\Delta^2(\delta C)^2/T$, which tends to zero as $T$ grows. The work tends to $\frac12\Delta^2\delta C$: it takes the share that heat had at fixed spacing.

For a rise from 0.05 to 1 of the final capacitance in 2000 final time constants, the heat estimate is $2(0.95)^2/2000=9.025\times10^{-4}$ of the final $C\Delta^2/2$. Direct integration gives $9.02\times10^{-4}$, and work equal to 0.9991 of $\frac12\Delta^2\delta C$.

\section{Real metals and a semiconductor}

\textbf{Q.} Charge on a real metal is not a sheet of zero thickness.

\textbf{A.} In linear screening, the charge density at a point is proportional to the departure of the potential from its bulk value, and Poisson's equation becomes $\phi''=(\phi-\phi_{\rm bulk})/\lambda^2$. The departure decays as $e^{-x/\lambda}$ with depth $x$. Its slope at the surface must match the field $E$, so its size there is $E\lambda$. The potential drop that the transferred charge produces between the two interiors is
\begin{equation}
E(d+\lambda_1+\lambda_2)=\frac{4\pi q}{A}(d+\lambda_1+\lambda_2).
\end{equation}
This is again linear in $q$ and equals $\Delta$ at the end. The heat is therefore $\frac12Q\Delta$, while the gap holds $\frac12QEd$:
\begin{equation}
\frac{D}{U_{\rm gap}}=\frac{\Delta}{Ed}=1+\frac{\lambda_1+\lambda_2}{d}.
\end{equation}
The excess heat equals the energy stored in the two surface layers, half of it in the field there and half in the shifted electron levels. With roughly 0.5~\AA\ for each metal the ratio is $1+1.0/100=1.01$, and a grid solution of the screening equation gives 1.0100. The model ends each metal at a sharp wall. At real surfaces the electrons spill out, and the centre of the added charge usually lies outside the edge of the positive background. With $d$ measured between those edges, $\Delta/Ed$ then falls slightly below one, so the heat is slightly less than $\frac12QEd$. That product is then no longer the exact field energy of the gap, because the spilled charge weakens the field near each surface. Either way the correction to $\Delta/Ed$ is of the order of a percent here. At spacings of a few \AA\ it is no longer small, and the electron clouds also overlap, which this model leaves out.

\textbf{Q.} Suppose plate 1 is an $n$-type semiconductor, pressed so close that the gap takes almost none of the potential drop.

\textbf{A.} Then the drop is not linear in charge. Take an ideal Schottky--Mott contact, with no interface states and with $\Delta$ small enough that no holes collect at the surface. Let there be a layer of width $w$ emptied of electrons, with donor density $N_d$ and dielectric constant $\kappa$. The charge is $q=AN_dw$. The field falls linearly from $4\pi N_dw/\kappa$ to zero, so the drop is half the product of this largest field and the width, $V=2\pi N_dw^2/\kappa\propto q^2$. Write $V=\Delta(q/Q)^2$. Leaving out terms of order $k_BT$ per electron,
\begin{align}
U&=\int_0^QV\,dq=\frac{\Delta}{Q^2}\,\frac{Q^3}{3}=\frac13Q\Delta,\\
D&=\int_0^Q(\Delta-V)\,dq=Q\Delta-\frac13Q\Delta=\frac23Q\Delta .
\end{align}
In this limit the stored energy $U$ is all field energy, and the heat is twice as large. The omitted terms are not negligible at room temperature. With Boltzmann statistics for the electrons at 300~K, $D/U$ is 1.77 for $\Delta=0.5$~eV and 1.66 for 0.3~eV, because the electrons then hold part of $U$. The heat remains twice the field energy alone. Integration by parts gives $D=\int_0^\Delta q\,dV$. The layer for a smaller drop is the deeper part of the final profile, so with $q=\kappa AE/4\pi$ the field energy is $(\kappa A/8\pi)\int E\,dV=D/2$. In silicon a mismatch of 1.0~eV can already draw holes to the surface. The drop then no longer follows $q^2$, and the ratio of heat to the whole stored energy falls further below two. At fixed geometry, a potential drop proportional to charge guarantees equal shares of heat and stored energy, provided the stored energy includes any part held by the electrons as well as the field; a drop of another shape generally does not give equal shares.

\textbf{Q.} And the edges of the discs?

\textbf{A.} They change $C$, not the argument, since the potential difference is still proportional to charge. For discs of radius $a$, much thinner than $d$, the leading relative addition is $(d/\pi a)[\ln(16\pi a/d)-1]$. I do not derive it here; at $d/a=0.02$ it agrees with a numerical solution for two discs to within 0.0015 of the parallel-plate capacitance. For such thin discs with our radius and spacing it is 0.58 percent, and $Q$, $D$ and $U$ all rise by that fraction. Plates 1000~\AA\ thick, as in the electron count, also carry charge on their side faces, which adds somewhat more.

\textbf{Q.} At 1~MV/cm, do electrons not leak straight across?

\textbf{A.} In the final state the barrier above the common Fermi level rises linearly from $W_1$ to $W_2$. The semiclassical tunnelling exponent, without image forces, is
\begin{equation}
2\int_0^d\sqrt{2\left(W_1+\frac{\Delta x}{d}\right)}\,dx
=\frac{4\sqrt2\,d}{3\Delta}\left(W_2^{3/2}-W_1^{3/2}\right),
\end{equation}
which gives a probability near $10^{-96}$ for an electron at the Fermi level. At 300~K thermal excitation to near or above the top of the barrier is the likelier route. The Boltzmann factor for a 5.2~eV top is about $10^{-87}$; image forces lower the top by nearly 0.4~eV and raise the factor to about $10^{-81}$, which is still negligible. Even a larger leak would not upset the balance. At equilibrium it carries no net current, and earlier it is a second path on which each electron gives up the same mismatch \eqref{eq:drive} as heat.

\section{Temperature and the real switch}

\textbf{Q.} Would a calorimeter then read $D$?

\textbf{A.} Not quite. $D$ is the free energy lost irreversibly. Work functions vary with temperature, and this adds reversible heat. At fixed geometry, \eqref{eq:free} gives the entropy change
\begin{equation}
\delta S=-\left.\frac{\partial F}{\partial T}\right|_{q=Q}=Q\frac{d\Delta}{dT}.
\end{equation}
The energy change is $\delta E=\delta F+T\delta S=-D+QT\,d\Delta/dT$. No external work is done, so the surroundings receive
\begin{equation}
-\delta E=D-QT\frac{d\Delta}{dT}.
\end{equation}
For a rough $d\Delta/dT=10^{-4}$~eV/K at 300~K, the second term is $(4.34\times10^5)(300)(10^{-4})=1.30\times10^4$~eV, or 6 percent of $D$. With the opposite sign of $d\Delta/dT$ it would add to the heat received.

\textbf{Q.} You assumed constant temperature while releasing heat.

\textbf{A.} If one plate took all of $D$, with the classical heat capacity $3k_B$ per atom and 0.07 atoms per \AA$^3$, it would warm by $1.5\times10^{-3}$~K. That does not bound the temperature of a thin wire, which may be briefly hotter.

\textbf{Q.} How close is all this to a device?

\textbf{A.} The nearest case is a nanoelectromechanical switch, whose contacts face each other across a narrow gap. A 100~\AA\ gap is at the small end for such switches, and $\Delta=1.0$~eV is a large mismatch. At least two assumptions are weak. Adsorbed layers and oxides can shift a work function by some tenths of an eV: if $\Delta$ falls to 0.8~eV at fixed geometry, $Q$ falls by 20 percent and both energies by 36 percent, but they remain equal if the shift does not depend on charge. Also, the moving contact is flexible, and van der Waals attraction, left out here, pulls on it as well as the field. If it slowly closes the gap by 5 percent after charging, $C$ rises by the factor $1/0.95$, and the field does mechanical work of about 5 percent of $U$. The heat from the first stage then no longer matches the final field energy. The main values of the narrow-gap example are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Work function, plate 1 (round value): 4.2 eV
Work function, plate 2 (roughly palladium): 5.2 eV
Difference Delta: 1.0 eV
Gap: 100 angstrom
Disc radius: 50000 angstrom
Disc area: 7.8540e+09 angstrom^2
Final charge Q, formula: 4.34038e+05 e
Electrons moved, one-by-one count: 434036
Final field: 0.0100 V/angstrom = 1.00 MV/cm
Charge density: 5.5263e-05 e/angstrom^2 = 0.0885 uC/cm2
Dissipated = stored, formula: 2.17019e+05 eV = 3.477e-14 J
Level drop, one-by-one sum: 4.34035e+05 eV
Heat, one-by-one sum: 2.17018e+05 eV
Field energy after one-by-one transfer: 2.17017e+05 eV
Heat / stored - 1, one-by-one: 5.0e-06
Ladder band widths, plates 1 and 2: 5.0, 7.0 eV
Heat / (C Delta^2/2), varying resistance: 1.000000
Heat / (C Delta^2/2), with inductance: 1.000000
Peak charge / final charge, with inductance: 1.672
Wire resistance (rough): 1000 ohm
Time constant RC: 6.954e-11 s
Heat after one RC: 1.8765e+05 eV, fraction 0.8647
Stored after one RC: 8.6716e+04 eV, fraction 0.3996
Slow approach, duration / final RC: 2000
Slow approach, starting C / final C: 0.05
Slow approach, heat / (C Delta^2/2): 9.02e-04
Slow approach, work / (Delta^2 change of C/2): 0.9991
Screening length, each metal (rough): 0.5 angstrom
Dissipated / gap field energy with screening: 1.0100
Edge-field addition to capacitance: 0.58 percent
log10 of tunnelling probability at Fermi level: -96
Wire inductance (rough): 1e-11 H
Damping ratio (above 1: no overshoot): 42
Wire length: 100000 angstrom
Current rise time L/R: 1.0e-14 s
Light transit time of wire: 3.3e-14 s
Radiated / dissipated, dipole estimate: 3e-05
Temperature: 300 K
dDelta/dT (rough size): 1e-04 eV/K
Reversible heat taken up: 1.30e+04 eV
Reversible heat / dissipated: 0.060
Plate thickness: 1000 angstrom
Atomic density (rough): 0.07 per angstrom^3
Warming if one plate takes all heat: 1.5e-03 K
\end{verbatim}
